# Initial Slope of the Gel Curve for Trifunctional Metal-Oxide Clusters: a numerical check

```python
# Result under test: clusters with three linking sites, site conversion
# p = 1 - exp(-k D), random pairing of converted sites, tree-like molecules.
# The gel fraction G is zero up to k D = ln 2 and then rises with the
# one-sided initial slope dG/d(ln D) = 6 ln 2.
# Symbols: D dose, k conversion constant, x = k D, p conversion,
# u probability that a site leads to a finite branch, G gel fraction.
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

LN2 = np.log(2.0)
SLOPE = 6.0 * LN2


def gel_formula(x):
    """Closed result for the gel fraction at x = k D."""
    x = np.asarray(x, dtype=float)
    safe = np.maximum(x, LN2)
    return 1.0 - np.expm1(safe) ** (-3)


def gel_tree(p, generations=20000):
    """Gel fraction from trees of growing depth; no root is chosen by hand."""
    p = np.asarray(p, dtype=float)
    u = np.zeros_like(p)
    for _ in range(generations):
        u = 1.0 - p + p * u * u
    return 1.0 - u ** 3


def first_order(x):
    return -np.expm1(-x)


def both_sites(x):
    return first_order(x) ** 2


LOOP_LOSS = 0.10


def with_loop_loss(x):
    return (1.0 - LOOP_LOSS) * first_order(x)


def onset(conversion):
    """Threshold x and extrapolated one-sided slope from the tree iteration."""
    xc = brentq(lambda x: conversion(x) - 0.5, 1e-3, 10.0, xtol=1e-14)
    h = np.array([0.02, 0.01, 0.005])
    secant = gel_tree(conversion(xc * np.exp(h))) / h
    first = 2.0 * secant[1:] - secant[:-1]
    return xc, (4.0 * first[1] - first[0]) / 3.0


def random_network(x, n_clusters, rng):
    """Largest-component fraction, loops in finite molecules, loops in largest."""
    events = rng.poisson(x, 3 * n_clusters)
    active = rng.permutation(np.flatnonzero(events > 0))
    active = active[: 2 * (len(active) // 2)] // 3
    a, b = active[0::2], active[1::2]
    graph = coo_matrix((np.ones(len(a)), (a, b)), shape=(n_clusters, n_clusters))
    count, label = connected_components(graph, directed=False)
    nodes = np.bincount(label, minlength=count)
    bonds = np.bincount(label[a], minlength=count)
    loops = bonds - nodes + 1
    big = np.argmax(nodes)
    return nodes[big] / n_clusters, loops.sum() - loops[big], loops[big]


# Random network against the closed formula
rng = np.random.default_rng(12345)
n_clusters = 1_000_000
print(f"Random network: {n_clusters} clusters")
for shift in (-0.1, 0.1, 0.2, 0.5):
    x = LN2 * np.exp(shift)
    found, sol_loops, gel_loops = random_network(x, n_clusters, rng)
    expected = float(gel_formula(x))
    # near threshold the largest component fluctuates by about 0.007
    assert abs(found - expected) < (0.03 if shift < 0.15 else 0.015)
    assert sol_loops < 50
    print(f" ln(D/Dc)={shift:+.1f}: largest {found:.4f}, formula {expected:.4f},"
          f" loops: finite {sol_loops}, largest {gel_loops}")

# Root selection, and steady fall of the slope above threshold
log_grid = np.linspace(0.02, 1.5, 149)
tree_values = gel_tree(first_order(LN2 * np.exp(log_grid)))
assert np.max(np.abs(tree_values - gel_formula(LN2 * np.exp(log_grid)))) < 1e-9
assert np.all(np.diff(tree_values, 2) < 0)
assert gel_tree(np.array([0.3, 0.45, 0.49])).max() < 1e-9
slope_law = lambda x: 3 * x * np.exp(x) / np.expm1(x) ** 4
numeric_slope = np.gradient(tree_values, log_grid)[1:-1]
assert np.max(np.abs(numeric_slope - slope_law(LN2 * np.exp(log_grid[1:-1])))) < 5e-3

# Initial slope for the stated law and for two altered conversion laws
results = {}
for name, law in (("first order", first_order), ("both sites", both_sites),
                  ("loop loss", with_loop_loss)):
    xc, slope = onset(law)
    d = 1e-5
    dp = (law(xc * np.exp(d)) - law(xc * np.exp(-d))) / (2 * d)
    assert abs(slope - 12.0 * dp) < 5e-3
    results[name] = (xc, slope)
assert abs(results["first order"][0] - LN2) < 1e-10
assert abs(results["first order"][1] - SLOPE) < 2e-3
print(f"Threshold k*Dc = {results['first order'][0]:.4f} (ln 2 = {LN2:.4f})")
print(f"Initial slope from trees = {results['first order'][1]:.3f} per unit ln D")
print(f"6 ln 2 = {SLOPE:.4f} per unit ln D")
print(f"Initial slope = {SLOPE * np.log(10):.3f} per decade of dose")

# Worked example: round parameters for a metal-oxide film at 13.5 nm
k = 0.05              # cm2/mJ
thickness = 20.0      # nm
absorption = 0.020    # 1/nm
density = 1.0         # clusters per nm3
wavelength = 13.5     # nm
electron_range = 2.0  # nm
dose_c = LN2 / k
print(f"k = {k} cm2/mJ, thickness = {thickness:.0f} nm")
print(f"Absorption = {absorption * 1000:.0f} per um, clusters = {density:.1f} per nm3")
print(f"Threshold dose Dc = {dose_c:.2f} mJ/cm2")
for dose in (12.0, 14.0, 15.0, 16.0, 18.0, 20.0, 25.0, 30.0):
    g = float(gel_formula(k * dose))
    print(f" D={dose:.0f} mJ/cm2: p={first_order(k * dose):.4f},"
          f" G={g:.4f}, retained {thickness * g:.2f} nm")
dose_tangent = dose_c * np.exp(1.0 / SLOPE)
dose_90 = brentq(lambda d: float(gel_formula(k * d)) - 0.9, dose_c, 10 * dose_c)
print(f"Tangent width 1/(6 ln 2) = {1 / SLOPE:.4f} in ln D")
print(f"Tangent reaches G=1 at {dose_tangent:.2f} mJ/cm2")
print(f"True G at that dose = {float(gel_formula(k * dose_tangent)):.4f}")
print(f"Dose for G=0.9: {dose_90:.2f} mJ/cm2")

# Neglected effect: absorption through the depth of the film
a = absorption * thickness
depth = np.linspace(0.0, a, 2001)
log_dose = np.arange(-0.1, 0.9, 0.002)
local = gel_formula(LN2 * np.exp(log_dose[:, None] - depth[None, :]))
film_gel = (local[:, 1:] + local[:, :-1]).sum(axis=1) / (2 * (len(depth) - 1))
film_slope = np.gradient(film_gel, log_dose)
peak = film_slope.max()
assert abs(peak - float(gel_formula(LN2 * np.exp(a))) / a) < 0.03
assert abs(log_dose[np.argmax(film_slope)] - a) < 0.01
assert abs(np.interp(0.002, log_dose, film_slope)) < 0.05
print(f"Absorption depth product = {a:.2f}, bottom/top dose = {np.exp(-a):.3f}")
print(f"Film-averaged greatest slope = {peak:.2f} per unit ln D")
print(f"Bottom of film gels at top dose {dose_c * np.exp(a):.2f} mJ/cm2")

# Neglected effect: few photons, several bonds from each
photon_energy = constants.h * constants.c / (wavelength * 1e-9)
photons_area = dose_c * 1e-3 / 1e14 / photon_energy
photons_volume = photons_area * absorption
bonds_volume = density * 3 * 0.5 / 2
in_range = photons_volume * 4 / 3 * np.pi * electron_range ** 3
print(f"Wavelength = {wavelength} nm, photon energy = {photon_energy / constants.e:.2f} eV")
print(f"Photons at Dc = {photons_area:.2f} per nm2")
print(f"Absorbed at top = {photons_volume:.3f} per nm3")
print(f"Bonds at threshold = {bonds_volume:.2f} per nm3")
print(f"Bonds per absorbed photon = {bonds_volume / photons_volume:.2f}")
print(f"Photons within {electron_range:.0f} nm radius = {in_range:.2f}")
print(f"Relative photon noise there = {1 / np.sqrt(in_range):.2f}")

# Neglected effects: other conversion law, bonds wasted in small loops
xb, sb = results["both sites"]
xl, sl = results["loop loss"]
print(f"Both sites needed: Dc = {xb / k:.2f} mJ/cm2, slope = {sb:.2f} per ln D")
print(f"Loop loss {LOOP_LOSS:.0%}: Dc = {xl / k:.2f} mJ/cm2, slope = {sl:.2f} per ln D")
print("OK")
```

Running it gives:

```
Random network: 1000000 clusters
 ln(D/Dc)=-0.1: largest 0.0007, formula 0.0000, loops: finite 3, largest 0
 ln(D/Dc)=+0.1: largest 0.3462, formula 0.3446, loops: finite 2, largest 1109
 ln(D/Dc)=+0.2: largest 0.5749, formula 0.5766, loops: finite 0, largest 7541
 ln(D/Dc)=+0.5: largest 0.8983, formula 0.8973, loops: finite 0, largest 76241
Threshold k*Dc = 0.6931 (ln 2 = 0.6931)
Initial slope from trees = 4.159 per unit ln D
6 ln 2 = 4.1589 per unit ln D
Initial slope = 9.576 per decade of dose
k = 0.05 cm2/mJ, thickness = 20 nm
Absorption = 20 per um, clusters = 1.0 per nm3
Threshold dose Dc = 13.86 mJ/cm2
 D=12 mJ/cm2: p=0.4512, G=0.0000, retained 0.00 nm
 D=14 mJ/cm2: p=0.5034, G=0.0401, retained 0.80 nm
 D=15 mJ/cm2: p=0.5276, G=0.2825, retained 5.65 nm
 D=16 mJ/cm2: p=0.5507, G=0.4567, retained 9.13 nm
 D=18 mJ/cm2: p=0.5934, G=0.6784, retained 13.57 nm
 D=20 mJ/cm2: p=0.6321, G=0.8029, retained 16.06 nm
 D=25 mJ/cm2: p=0.7135, G=0.9353, retained 18.71 nm
 D=30 mJ/cm2: p=0.7769, G=0.9763, retained 19.53 nm
Tangent width 1/(6 ln 2) = 0.2404 in ln D
Tangent reaches G=1 at 17.63 mJ/cm2
True G at that dose = 0.6468
Dose for G=0.9: 22.98 mJ/cm2
Absorption depth product = 0.40, bottom/top dose = 0.670
Film-averaged greatest slope = 2.08 per unit ln D
Bottom of film gels at top dose 20.68 mJ/cm2
Wavelength = 13.5 nm, photon energy = 91.84 eV
Photons at Dc = 9.42 per nm2
Absorbed at top = 0.188 per nm3
Bonds at threshold = 0.75 per nm3
Bonds per absorbed photon = 3.98
Photons within 2 nm radius = 6.31
Relative photon noise there = 0.40
Both sites needed: Dc = 24.56 mJ/cm2, slope = 6.10 per ln D
Loop loss 10%: Dc = 16.22 mJ/cm2, slope = 3.89 per ln D
OK
```
